# Why pyramidalisation strengthens a trimethylgallium adduct despite its preparation cost

**Q.** Trimethylgallium is planar when free, but its methyl groups bend back when ammonia binds to the gallium. Bending costs energy. Why does that not weaken the adduct?

**A.** Because the bent molecule is also held more strongly, and the two changes must be counted together. Let $q$ be the angle by which each Ga–C bond tilts away from the donor, with $q=0$ planar. The preparation cost is

$$P(q)=E_{\rm acid}(q)-E_{\rm acid}(0),$$

where "acid" is the free trimethylgallium. Let the attraction be the energy released when the already tilted acid meets the donor:

$$A(q)=E_{\rm acid}(q)+E_{\rm donor}-E_{\rm adduct}(q).$$

I hold the donor's shape and the Ga–N distance fixed for now. The binding energy relative to relaxed, planar acid is

$$D(q)=E_{\rm acid}(0)+E_{\rm donor}-E_{\rm adduct}(q)=A(q)-P(q).$$

The last step adds and subtracts $E_{\rm acid}(q)$, so the cost is counted once. Tilting strengthens the adduct, compared with an adduct held planar, if $A$ rises by more than $P$.

**Q.** What guarantees that it rises by more?

**A.** At small tilt, symmetry does, provided the attraction starts to rise in proportion to the tilt. Take methyl orientations for which the plane of the gallium and carbon atoms is a mirror plane of the planar acid. Tilting up and tilting down are then mirror images, so $P(q)=P(-q)$ and $P'(0)=0$: the cost starts at second order. A donor sits on one side and removes the mirror, so $A$ may have a first-order term, $A'(0)=g$. Hence

$$D(q)-D(0)=gq+O(q^2).$$

If $g>0$, a small enough positive tilt gives a net gain, whatever the later shape of the curves. If $g=0$, this argument gives nothing.

**Q.** How much of the extra attraction is spent at the best tilt?

**A.** That needs a model. Take a harmonic cost and a linear attraction, with $g$ and $k$ positive:

$$P=\tfrac12kq^2,\qquad A=A_0+gq .$$

Then $D=A_0+gq-\tfrac12kq^2$. Setting $D'=g-kq$ to zero gives $q^*=g/k$, and this is a maximum because $D''=-k<0$. Inserting it,

$$P^*=\frac k2\frac{g^2}{k^2}=\frac{g^2}{2k},\qquad A^*-A_0=g\,\frac gk=\frac{g^2}{k}.$$

The cost is exactly half the extra attraction. The other half,

$$D^*-A_0=\frac{g^2}{k}-\frac{g^2}{2k}=\frac{g^2}{2k},$$

is net strengthening.

**Q.** The stiffness cancels from the ratio. Is there a reason one can see without algebra?

**A.** Consider the price of the next small step. The next degree of tilt costs $kq$ and earns $g$. The price starts at zero and climbs in a straight line; the earning is constant. You stop when they meet. The average price up to that point is $g/2$, while the average earning is $g$. On a plot of price against tilt, the cost is a triangle and the extra attraction is the rectangle with the same base and height. A stiffer acid stops earlier, which shrinks both areas in the same proportion.

If the tilt is forced beyond $q^*$, each further step loses energy. The whole gain is used up when $gq=\tfrac12kq^2$, that is at $q=2q^*$.

**Q.** A molecule has many coordinates. Does the half survive if the Ga–C bonds stretch and the ammonia deforms too?

**A.** Yes, if the cost is harmonic in all of them together and the attraction is linear in all of them. Collect the displacements in a vector $x$, with a symmetric, positive-definite stiffness matrix $K$:

$$P=\tfrac12x^TKx,\qquad A-A_0=g^Tx .$$

Stationarity gives $Kx^*=g$. Replacing $Kx^*$ by $g$ in the cost gives $P^*=\tfrac12x^{*T}g=\tfrac12(A^*-A_0)$. The statement concerns the total cost and the total extra attraction.

**Q.** What does a real calculation give for trimethylgallium and ammonia?

**A.** I used restricted Hartree–Fock theory. Gallium had the LANL2DZ core potential and basis plus one d function of exponent 0.2 bohr$^{-2}$; carbon and hydrogen had the 3-21G basis and nitrogen 6-31G*. The fixed lengths were Ga–C 0.197 nm, C–H 0.109 nm, N–H 0.101 nm and Ga–N 0.220 nm. The Ga–C–H angle was 111°, and each N–H bond made 68° with the Ga–N axis, pointing away from gallium. Each methyl tilted as a rigid body, turned so that one C–H bond lies in the plane of the planar acid, which keeps the mirror; the N–H bonds were staggered against the Ga–C bonds. The adduct does not prefer this methyl orientation: turning each methyl by 30°, so that one C–H points away from nitrogen, lowers the planar adduct by 0.07 eV and the adduct tilted by 8.4° by 0.04 eV, which would cut the net gain found below by about 0.03 eV.

At tilts of −10°, 0°, 10° and 20° the attraction was −0.4380, 0.4234, 0.9664 and 1.3627 eV. The cost was 0.2753 eV at 10° and 1.1276 eV at 20°. The negative entry shows the one-sidedness: bending the methyls towards the ammonia turns attraction into repulsion.

A cubic through the four attractions gives the slope at the planar shape:

$$g=\frac{-2A(-10)-3A(0)+6A(10)-A(20)}{60}=67.4\ \text{meV/deg}.$$

For the cost I used $P=\tfrac12kq^2+bq^4$, the two lowest powers allowed by the mirror. The combination $16P(10)-P(20)$ cancels $b$ and leaves $600k$, with $q$ in degrees, so

$$k=\frac{16(0.2753)-1.1276}{600}\ \text{eV/deg}^2=5.46\ \text{meV/deg}^2.$$

The linear–harmonic model then predicts $q^*=67.4/5.46=12.3^\circ$, a cost of 0.415 eV and an extra attraction of 0.831 eV.

**Q.** Does the molecule follow that prediction?

**A.** In sign, yes; in size, poorly. The maximum of $D$ on the fitted curves lies at 8.4°. A new calculation at that tilt gives a cost of 0.196 eV and an extra attraction of 0.470 eV. The ratio is 0.42, and the net gain is

$$0.470-0.196=0.274\ \text{eV}.$$

The binding energy rises from 0.423 eV planar to 0.698 eV. Distortion does strengthen this adduct, but the cost is less than half the extra attraction, and the simple model overestimates that cost by a factor of about two.

The model fails more visibly at large tilt. At 20° it predicts a net gain of $1.347-1.093=0.25$ eV. The calculated change is $(1.363-0.423)-1.128=-0.19$ eV, a net loss.

**Q.** Which assumption is at fault?

**A.** The straight line for the attraction. At the optimum the quartic term supplies 0.6% of the cost, so the penalty is close to harmonic there. The attraction, however, bends downwards. Write $A=A_0+gq+\tfrac12cq^2$. The cubic fit gives

$$c=\frac{A(10)+A(-10)-2A(0)}{100}=-3.18\ \text{meV/deg}^2,$$

which is not small beside $k$. With this term, $D'=g+cq-kq=0$ gives $q^*=g/(k-c)$, a maximum if $c<k$. Then

$$P^*=\frac{kg^2}{2(k-c)^2},$$

$$A^*-A_0=\frac{g^2}{k-c}+\frac{cg^2}{2(k-c)^2}=\frac{g^2(2k-c)}{2(k-c)^2},$$

where the two fractions were put over a common denominator, using $2(k-c)+c=2k-c$. Dividing,

$$\frac{P^*}{A^*-A_0}=\frac{k}{2k-c}.$$

For $c=0$ this returns one half. A negative $c$ lowers it; a positive $c$ raises it towards one as $c$ approaches $k$, where the optimum runs away and the model stops making sense. Here it gives $5.46/(10.93+3.18)=0.39$. The calculated 0.42 is a little higher because the cubic term in the fit is positive and weakens the downward bend as the tilt grows.

**Q.** Is there a rule that does not depend on a particular expansion?

**A.** There is one for any smooth curves with a stationary optimum at $q^*>0$, where $P$, its slope $P'$ and $A-A_0$ are positive. Define the local powers there,

$$m=\frac{q^*A'(q^*)}{A^*-A_0},\qquad n=\frac{q^*P'(q^*)}{P^*}.$$

Stationarity means $A'(q^*)=P'(q^*)$. Multiplying by $q^*$ gives $m(A^*-A_0)=nP^*$, so

$$\frac{P^*}{A^*-A_0}=\frac mn .$$

Linear attraction has $m=1$ and a harmonic penalty has $n=2$, which is the origin of the half. A linear attraction against a purely quartic penalty would spend one quarter. For the molecule, the fitted curves give $m=0.83$ and $n=2.01$, hence 0.41, in line with the directly calculated ratio. The departure from one half is almost entirely in $m$.

**Q.** I would have explained the extra attraction by the empty gallium orbital: bending lowers it, so it accepts electrons better. Is that what happens?

**A.** The orbital does fall. In the free acid the lowest unoccupied level drops by 0.46 eV at 10° and by 1.39 eV at 20°. But it drops by the same 0.46 eV at −10°, as the mirror demands. Its energy alone therefore cannot supply a term linear in $q$; the side on which the donor sits must enter.

The attraction can also be split. First bring the fragments together with their occupied orbitals frozen, apart from the mixing needed to make them mutually orthogonal. This part contains electrostatics and Pauli repulsion. Then let all orbitals relax, which adds polarisation and charge transfer. Between the planar shape and the optimum, at fixed Ga–N distance, the frozen part changes from −0.339 to +0.094 eV, a gain of 0.433 eV. The relaxation part rises from 0.762 to 0.800 eV, a gain of 0.037 eV. In this small basis the relaxation part also contains about 0.14 eV that the fragments gain by borrowing each other's functions, and the separate values are not converged: with the frozen orbitals computed in the full adduct basis, the frozen part runs from −0.90 to −0.48 eV and the relaxation part from 1.18 to 1.24 eV.

Thus, at fixed distance, about 90% of the extra attraction comes from the frozen part (92%, or 88% with the full-basis orbitals). Orbital relaxation is still what binds the planar adduct at this distance, but it is not what mainly improves on tilting while the nitrogen is held in place. This share depends on the reference. If the planar adduct is given its preferred distance of 0.242 nm (see the next answer), its frozen part is +0.10 eV and its relaxation part 0.39 eV. Against that reference the frozen part of the tilted adduct at 0.220 nm does not rise (it is almost unchanged, or 0.23 eV lower with the full-basis orbitals), and the extra attraction of about 0.40 eV comes from relaxation. The two readings fit together: tilting removes repulsion at a given distance, and relaxation is much larger at 0.220 nm than at 0.242 nm. The best distance of the tilted adduct was not located here. At fixed distance the frozen gain can be divided further. The classical Coulomb interaction of the unmixed fragment densities supplies 0.05 eV of it, and the remainder, exchange and orthogonalisation, that is Pauli repulsion, supplies 0.38 eV. I would conjecture that this relief fades with tilt and so bends $A$ downwards; the two tilts compared here do not show that.

**Q.** You kept the Ga–N distance fixed. A planar adduct would surely prefer a longer bond. Is the comparison fair?

**A.** It answers a fixed-distance question. To see what relaxation does, let $s$ be a stretch from the planar adduct's best distance, let $\kappa$ be the stiffness of that distance, and let the slope $g$ fall by $g_1$ per unit stretch:

$$A(q,s)=A_0+(g-g_1s)q-\tfrac12\kappa s^2.$$

For given $q$, the best stretch obeys $-g_1q-\kappa s=0$, so $s=-g_1q/\kappa$: if $g_1>0$, the bond shortens as the acid tilts. Substitution gives

$$A=A_0+gq+\frac{g_1^2q^2}{\kappa}-\frac{g_1^2q^2}{2\kappa}=A_0+gq+\frac{g_1^2}{2\kappa}q^2 .$$

Relaxation has created a positive curvature $c=g_1^2/\kappa$. With an otherwise linear attraction, the ratio $k/(2k-c)$ then exceeds one half, provided $c<k$.

In the molecule, a parabola through the planar attractions at 0.220, 0.235 and 0.250 nm puts the best planar distance near 0.242 nm. The planar adduct recovers about 0.07 eV by lengthening. Keeping the tilted adduct at 0.220 nm, the extra attraction falls to 0.398 eV, the net gain to 0.20 eV, and the ratio rises to 0.49. Its closeness to one half is a cancellation: the downward bend lowers the ratio and the relaxed reference raises it. Relaxing the tilted adduct's distance as well could only increase its attraction at this tilt, so apart from interpolation error 0.20 eV is a low estimate of the gain when only tilt and distance move. Other coordinates can work the other way: the 30° methyl turn lowers the planar adduct at 0.242 nm by about 0.01 eV more than the tilted one.

**Q.** My gas lines are warm. Does thermal motion spoil the argument?

**A.** Not in the linear–harmonic model. Completing the square,

$$\tfrac12kq^2-gq=\tfrac12k(q-q^*)^2-\frac{g^2}{2k}.$$

The donor shifts the parabola sideways and down without changing its width. For classical motion, with the small-angle parabola extended to all $q$, the Boltzmann integral gains the factor $e^{g^2/(2kk_BT)}$. The free-energy gain from this coordinate is therefore still $g^2/2k$.

The average cost does change. The variance of $q$ is $k_BT/k$, so

$$\langle P\rangle=\tfrac12k\left(q^{*2}+\frac{k_BT}{k}\right)=P^*+\tfrac12k_BT,$$

while $\langle gq\rangle=gq^*$. The mean ratio is

$$\frac{\langle P\rangle}{\langle gq\rangle}=\frac12+\frac{k_BT}{2gq^*}.$$

At 400 K, $k_BT=34.5$ meV, and the model's extra attraction of 0.831 eV gives 0.52. The added $\tfrac12k_BT$ is ordinary vibration, which the free planar acid has too. The harmonic quantum of the tilt in free trimethylgallium, with rigid methyls, is about 25 meV. That is comparable with $k_BT$, so the classical average is an estimate.

**Q.** How far should I trust this for nitride growth?

**A.** Trimethylgallium and ammonia do form adducts when mixed in nitride reactors, and the input bond lengths are roughly typical. The 400 K is a rough value for a warm mixing region; the growing surface is much hotter. The linear attraction is the assumption that this molecule breaks most clearly, moving the ratio from 0.50 to 0.42 at fixed distance. Correlation at the MP2 level, on the same scan, gives 0.42 at a tilt of 8.1°, but the energies themselves fall by about 15%: the cost to 0.17 eV, the extra attraction to 0.40 eV and the net gain to 0.23 eV. The small basis matters more for the total binding: functions borrowed from the partner contribute 0.14 eV of the 0.70 eV. They contribute almost equally to the planar adduct at the same distance, so correcting for them leaves the fixed-distance Hartree–Fock ratio at 0.41. At 0.242 nm they contribute 0.11 eV, so against the lengthened planar adduct the correction moves the net gain from 0.20 to 0.18 eV and the ratio from 0.49 to 0.52. The MP2 values are read from the fitted curves and carry no such correction.

Other internal relaxations and larger bases are left out. So is the entropy lost when two gas molecules become one, which opposes association increasingly as temperature rises. The numbers explain why a bent adduct is bound more strongly than a planar one; they do not say how much adduct your reactor contains.
